# Depletion width and band bending from a fixed surface charge

## Problem

An n-type semiconductor has relative permittivity $\varepsilon_r=11.7$ and a uniform donor density $N=10^{17}\ \mathrm{cm^{-3}}$. Electronic states at its free surface hold a net negative charge of $N_s=10^{12}$ electrons per $\mathrm{cm^2}$. No electric field leaves the surface, and the crystal is thick and neutral in its interior.

(a) In the depletion approximation, show that the depletion width is 100 nm.

(b) In the same approximation, show that the bands bend upward by 0.77 eV between the interior and the surface.

(c) Keep the surface charge fixed and admit mobile electrons and holes in thermal equilibrium. Find how the bending changes at 300 K, and how soft the depletion edge is.

(d) Decide whether the surface is inverted at 300 K and at 400 K.

(e) Take the material to be phosphorus-doped silicon. Estimate the other effects that the simple model leaves out, including the discreteness of the charges.

For silicon use these rough typical values: gap 1.12 eV; intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$ at 300 K, varying as $T^{3/2}\exp[-1.2\ \mathrm{eV}/(2kT)]$; conduction-band density of states $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ at 300 K; phosphorus binding energy 45 meV; breakdown field 0.5 MV/cm.

## Solution

### Conventions

Let $x$ be the depth, zero at the surface and increasing into the crystal. Let $\varepsilon=\varepsilon_0\varepsilon_r$, let $e>0$ be the elementary charge, and let $\phi(x)$ be the electrostatic potential, zero in the interior. An electron has charge $-e$, so its band energies shift by $-e\phi$. It is convenient to define

$$b(x)=-\phi(x).$$

The upward band shift is then $eb$, and $b$ in volts has the same numerical value as the shift in eV. Negative surface charge repels electrons, so $b$ is positive near the surface.

The depletion approximation replaces the true charge density by a box. For $0<x<W$ every donor is ionized and there are no mobile carriers, so the charge density is $+eN$. For $x>W$ the crystal is neutral.

### (a) The width

No field leaves the surface and none exists deep inside. By Gauss's law, the total charge per unit area between these two regions is zero:

$$-eN_s+eNW=0 .$$

Therefore

$$W=\frac{N_s}{N}=\frac{10^{12}\ \mathrm{cm^{-2}}}{10^{17}\ \mathrm{cm^{-3}}}=10^{-5}\ \mathrm{cm}=100\ \mathrm{nm}.$$

The permittivity does not enter. The width is the depth of crystal needed to supply $N_s$ donors per unit area. It follows that a doped layer thinner than 100 nm on an undoped insulating substrate could not balance this surface charge with its donors alone.

### (b) The bending

Let $F$ be the field component along $+x$. The field is zero just outside the surface, so the surface charge alone fixes its value just inside:

$$F(0^+)=-\frac{eN_s}{\varepsilon}.$$

The minus sign means that the field points towards the negative surface. In the depleted region $dF/dx=eN/\varepsilon$. Integrating from the surface and using $N_s=NW$,

$$F(x)=-\frac{eN_s}{\varepsilon}+\frac{eNx}{\varepsilon}
=-\frac{eN}{\varepsilon}(W-x),$$

which vanishes at $x=W$, as it must. Since $F=-d\phi/dx=db/dx$ and $b(W)=0$,

$$b(x)=-\int_x^W\frac{db}{dx'}\,dx'
=\frac{eN}{\varepsilon}\int_x^W(W-x')\,dx'
=\frac{eN}{2\varepsilon}(W-x)^2 .$$

At the surface, call this depletion result $b_d$:

$$b_d=\frac{eNW^2}{2\varepsilon}=\frac{eN_s^2}{2\varepsilon N}
=\frac12\,|F(0^+)|\,W .$$

The last form is the area of the triangular field profile.

For the numbers, $e/\varepsilon=1.5466\ \mathrm{V\,nm}$ and $N_s=0.01\ \mathrm{nm^{-2}}$. The surface field has magnitude

$$|F(0^+)|=1.5466\times0.01=0.015466\ \mathrm{V/nm},$$

or 0.155 MV/cm. Hence

$$b_d=\tfrac12(0.015466\ \mathrm{V/nm})(100\ \mathrm{nm})=0.773\ \mathrm{V},$$

and the bands bend upward by 0.77 eV, as required.

At half the width the bending is one quarter of this, 0.193 eV. With $kT=25.85$ meV at 300 K, the electron density there is smaller than in the interior by a factor $\exp(-0.193/0.02585)\approx6\times10^{-4}$. Neglecting electrons is well justified at that depth, but cannot be near $x=W$, where the bending goes to zero.

How the result scales depends on what is held fixed. At fixed surface charge, $b_d\propto N_s^2/N$, so heavier doping reduces the bending. If instead the surface states hold the bending fixed, the same equation gives

$$N_s=\sqrt{\frac{2\varepsilon N b_d}{e}},\qquad
W=\frac{N_s}{N}=\sqrt{\frac{2\varepsilon b_d}{eN}} .$$

The surface charge then grows as $\sqrt N$ while the width falls as $1/\sqrt N$. For p-type material with positive surface charge, the signs of charge, field and bending all reverse, and the magnitudes in (a) and (b) are unchanged.

### (c) Mobile carriers

In equilibrium the Fermi level is flat. Where the bands rise by $eb$, electrons become rarer and holes more common. With Boltzmann statistics and $V_T=kT/e$,

$$n=n_0e^{-b/V_T},\qquad p=p_0e^{b/V_T},$$

where $n_0$ and $p_0$ are the interior densities. Neutrality there requires $n_0=N+p_0$, if all donors are ionized. Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $b''=\rho/\varepsilon$, or

$$b''=\frac e\varepsilon\left[N-n_0e^{-b/V_T}+p_0e^{b/V_T}\right].$$

Multiply by $b'$. The left side is then $\tfrac12\,d(b'^2)/dx$, and on the right $b'\,dx=db$. Integrate from the interior, where $b=b'=0$, to the surface, where $b=b_s$ and $b'=-eN_s/\varepsilon$:

$$\frac12\left(\frac{eN_s}{\varepsilon}\right)^2=\frac e\varepsilon\left[Nb_s-n_0V_T\left(1-e^{-b_s/V_T}\right)+p_0V_T\left(e^{b_s/V_T}-1\right)\right].$$

Dividing by $eN/\varepsilon$ turns the left side into $b_d$. On the right, $p_0/N\approx(n_i/N)^2=10^{-14}$ at 300 K, so $n_0/N$ may be set to one. The factor $e^{-b_s/V_T}$ is also negligible. Writing $p_s=p_0e^{b_s/V_T}$ for the hole density at the surface,

$$b_s\simeq b_d+V_T-V_T\frac{p_s}{N}.$$

Because $p_s$ depends on $b_s$, the equation must be solved numerically. A finite-difference solution of the full Poisson equation at 300 K gives $p_s=2.15\times10^{16}\ \mathrm{cm^{-3}}$, and the three terms are

$$b_s=0.7733+0.0259-0.0259\times0.215=0.794\ \mathrm{V}.$$

The equilibrium bending at 300 K is therefore 0.79 eV, about 0.02 eV more than the depletion result. If the holes have not had time to form, the last term is absent and the bending is 0.80 eV.

The signs of the two corrections follow from the first moment of the charge. Integrating by parts,

$$\int_0^\infty x\,b''\,dx=\Big[x\,b'\Big]_0^\infty-\int_0^\infty b'\,dx=b(0),$$

so that

$$b_s=\frac1\varepsilon\int_0^\infty x\,\rho(x)\,dx .$$

The total positive charge is fixed by $N_s$. Electrons spilling into the edge of the depleted region cancel some donor charge there, and an equal charge must be uncovered deeper down. This increases the moment and raises $b_s$. Holes place positive charge close to $x=0$, where it contributes little to the moment, and so lower $b_s$.

The softness of the edge is set by the Debye length. For $b\ll V_T$ and negligible holes, $1-e^{-b/V_T}\approx b/V_T$, and Poisson's equation reduces to

$$b''=\frac{b}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon V_T}{eN}}=12.9\ \mathrm{nm}.$$

The bending thus decays as $e^{-x/L_D}$ in the tail. In the numerical solution the electron density reaches 10% of $N$ at 79 nm, 50% at 98 nm and 90% at 123 nm. The value 100 nm marks the middle of a transition some 45 nm wide between the 10% and 90% points.

### (d) Inversion

Strong inversion is taken to begin when the surface hole density equals the donor density. With $p_0\simeq n_i^2/N$, the condition $p_s=N$ reads

$$\frac{n_i^2}{N}e^{b_s/V_T}=N
\quad\Longrightarrow\quad
b_{\mathrm{inv}}=2V_T\ln\frac{N}{n_i}.$$

At 300 K this is

$$b_{\mathrm{inv}}=2(0.02585)\ln(10^7)=0.833\ \mathrm{V}.$$

The equilibrium bending of 0.794 V lies 0.04 V below it, so the surface is not strongly inverted. It is, however, weakly inverted: holes outnumber electrons at the surface once $b_s$ exceeds $V_T\ln(N/n_i)=0.417$ V, half the strong-inversion value. The holes amount to $3.7\times10^9\ \mathrm{cm^{-2}}$, about 0.4% of the surface charge.

The margin in surface charge is small. At the threshold $p_s=N$, the two thermal corrections in (c) cancel, and $b_s=b_d$. The depletion formula therefore gives the threshold charge:

$$N_s=\sqrt{\frac{2\varepsilon Nb_{\mathrm{inv}}}{e}}=1.04\times10^{12}\ \mathrm{cm^{-2}}.$$

Only 4% more surface charge would bring the surface to strong inversion. Well beyond that point $b_d\propto N_s^2$ overestimates the equilibrium bending, because the hole density rises exponentially with $b_s$ and holes balance a growing part of the added charge.

Now warm the crystal to 400 K, holding $N_s$, $N$ and $\varepsilon_r$ fixed. The stated law gives $n_i=5.1\times10^{12}\ \mathrm{cm^{-3}}$, and $V_T=34.5$ mV. The threshold falls to 0.681 V. The numerical solution has $p_s=2.68\times10^{17}\ \mathrm{cm^{-3}}$, so

$$b_s=0.7733+0.0345-0.0345\times2.68=0.715\ \mathrm{V}.$$

This exceeds the threshold: the surface is strongly inverted at 400 K, and the bending is 0.72 eV rather than 0.77 eV.

The hole layer holds $6.3\times10^{10}\ \mathrm{cm^{-2}}$, or 6.3% of the surface charge. Its effect can be recovered simply. The donors now balance a fraction 0.937 of $N_s$, which gives a depletion bending of $0.773\times0.937^2=0.679$ V. Adding $V_T$ for the electron tail gives 0.713 V, close to the full result. This estimate places the holes at $x=0$. Their mean depth is in fact about $V_T/|F(0^+)|=2.2$ nm, which by the moment formula in (c) adds about $1.5466\times(6.3\times10^{-4})\times2.2=0.002$ V and accounts for the remainder.

At this fixed surface charge, the result in (b) is accurate at the strong-inversion threshold, where the two corrections cancel, but becomes too high as heating drives the surface further into strong inversion, long before $n_i$ is comparable with $N$. At 400 K, where $n_i$ is only $5\times10^{-5}N$, it is already 0.06 V too high, and the error grows on further heating. When $n_i$ does become comparable with $N$, the separation into a depleted layer and an n-type interior is itself lost.

### (e) Phosphorus-doped silicon: what else is neglected

**Donor ionization.** In the interior some electrons remain bound to phosphorus. With spin degeneracy two, the ratio of neutral to ionized donors is $2(n/N_c)e^{E_d/kT}$, where $E_d$ is the binding energy. The ionized density equals $n$, since holes are negligible, and so

$$n\left[1+\frac{2n}{N_c}e^{E_d/kT}\right]=N .$$

The solution at 300 K is $n=0.96N$. This lowers the interior Fermi level by 1 meV. Inside the depleted region the ratio is smaller by a further factor $e^{-b/V_T}$, so the donors there are almost all ionized, as (a) assumed.

**Degeneracy and mass.** Replacing Boltzmann by Fermi-Dirac statistics for the conduction band, with the density integral evaluated numerically, moves the interior Fermi level by 0.03 meV. The anisotropic electron mass enters this classical treatment through $N_c$. It does not appear in $W$ or $b_d$.

**Position of the Fermi level.** In the interior, with full ionization, it lies $kT\ln(N_c/N)=0.146$ eV below the conduction band. At the surface, using the depletion bending, it lies

$$1.12-0.146-0.773=0.201\ \mathrm{eV}$$

above the valence band. The occupied surface states must be compatible with this position.

**Confinement of holes.** Parts (c) and (d) treat the holes classically, but the field holds them within a few nanometres of the surface, where their wave nature matters. In a triangular well with a hard wall at the surface, the lowest hole level is separated from the valence-band edge there by

$$E_1=2.338\left(\frac{\hbar^2}{2m}\right)^{1/3}\left(e|F(0^+)|\right)^{2/3}.$$

For a rough heavy-hole mass of 0.49 electron masses this is 62 meV, more than $kT$ at 300 K or 400 K. The classical hole charge per unit area is therefore too high at equal bending, by a factor of about 2.5 at 300 K and about 2 at 400 K when the higher levels are included. These figures are for one parabolic band of this mass. In silicon the mass normal to the surface depends on orientation: for heavy holes it is about 0.28 on (100), giving 75 meV and factors of about 3 and 2.2, and about 0.72 on (111), giving 55 meV and factors of about 2.1 and 1.6. Light holes are reduced more strongly. With fewer holes, the bending at 400 K is somewhat larger than 0.72 eV and stays above the classical threshold of 0.68 eV.

**Breakdown and tunnelling.** The surface field is 0.31 of the rough breakdown field. For band-to-band tunnelling, the valence-band edge at the surface would have to rise above the conduction-band edge of the interior, which requires a bending larger than the gap. The depletion bending falls short by 0.35 eV, so in this mean-field picture there are no final states for the process.

**Discrete charges.** The surface charges are on average $N_s^{-1/2}=10$ nm apart and the donors $N^{-1/3}=21.5$ nm apart. Neither distance is negligible beside $W$. The depletion result (b), being linear in the charges, gives the laterally averaged potential; the spread about it can be estimated as follows.

Treat the depleted layer as a dielectric, with vacuum outside and a rigid grounded plane at $x=W$ standing for the conducting interior. Let $g_q(x)$ be the magnitude of the potential component of lateral wave number $q$ produced by one elementary charge at the surface. Laplace's equation gives $g_q''=q^2g_q$. The solution vanishing at $W$ is $g_q=A\sinh q(W-x)$, and outside the potential decays as $e^{qx}$ for $x<0$. The jump of the displacement at the charged surface requires

$$-g_q'(0^+)+\frac{q}{\varepsilon_r}g_q(0)=\frac e\varepsilon .$$

Inserting the solution fixes $A$:

$$g_q(x)=\frac{e}{\varepsilon q}\,
\frac{\sinh q(W-x)}{\cosh qW+\varepsilon_r^{-1}\sinh qW}.$$

If the charges sit at independent random positions, their variances add. The variance is the density times the lateral integral of the squared single-charge potential, which Parseval's theorem turns into an integral over $q$:

$$\sigma_s^2(x)=N_s\int_0^\infty\frac{q\,dq}{2\pi}\,g_q(x)^2 .$$

At $x=0$ this diverges logarithmically, because $g_q\propto1/q$ at large $q$: a point at the surface can lie arbitrarily close to a charge. At a depth of one mean spacing, 10 nm, numerical integration gives $\sigma_s=67$ mV, a spread of 67 meV in electron energy.

For the donors, reciprocity says that a charge at depth $x$ produces at the surface the same potential component that a surface charge produces at $x$. Summing over depth,

$$\sigma_d^2=N\int_0^W dx\int_0^\infty\frac{q\,dq}{2\pi}\,g_q(x)^2 ,$$

which gives $\sigma_d=41$ mV at the surface, or 41 meV in electron energy.

Both spreads exceed the net thermal correction of 20 meV found in (c), and both are comparable with the 40 meV margin to inversion. On this estimate, the local bending could reach the classical inversion threshold in places while the average stays below it. The response of the holes to these variations is not included, and it may not be small. The holes lie only a few nanometres deep, where the spread from the surface charges is larger (97 meV at 2 nm), and their density is exponential in the local bending. A spread exceeding $kT$ therefore raises the mean hole charge above the values in (c) and (d) and lowers the mean bending, so those values are not exact lateral averages. The figures assume uncorrelated positions and a rigid grounded plane; charges that repel one another into a more even arrangement would give a smaller spread.

**The real case.** A doping of $10^{17}\ \mathrm{cm^{-3}}$ is moderate for silicon. A clean silicon surface has roughly $7\times10^{14}$ atoms per $\mathrm{cm^2}$, so the assumed charge is about one electron per 700 surface atoms. The assumption that $N_s$ is fixed may fail: surface states exchange electrons with the crystal, and their charge depends on surface preparation and on the position of the Fermi level. Because $b_d\propto N_s^2$, halving the charge at the same doping would halve the width to 50 nm and cut the bending to 0.19 eV. That change is far larger than any of the corrections estimated above, so those corrections are of use only when the surface charge is well known.

Numerical values quoted here were computed with a short program.
